# The Mass-Anisotropy Hall Factor of n-Type 4H Silicon Carbide

## The problem

The electrons of 4H silicon carbide occupy three equivalent conduction-band valleys, centred on the M points of the hexagonal Brillouin zone. Each valley is an ellipsoid with one principal axis along the crystal's c axis. The two in-plane masses are $m_1=0.58\,m_0$ and $m_2=0.31\,m_0$, where $m_0$ is the free-electron mass. The in-plane axes of the valleys are turned by $120^\circ$ from one another.

A weak magnetic field $B$ points along c, which is taken as the $z$ axis. A current density $J_x$ flows in the plane, with $J_y=0$. The Hall coefficient and the Hall factor $r$ are defined by

$$R_H=\frac{E_y}{J_xB}=-\frac{r}{ne},$$

where the electron charge is $-e$ and $n$ is the total density of free electrons. The relaxation time $\tau$ is the same for all energies, directions and valleys; the bands are parabolic and the valleys equally populated. What is $r$?

## A tempting solution

Without a magnetic field, each valley has conductivities proportional to $1/m_1$ and $1/m_2$ along its axes. Averaged over the three valleys, the in-plane conductivity is isotropic:

$$\sigma=\frac{ne^2\tau}{m_c},\qquad \frac1{m_c}=\frac12\left(\frac1{m_1}+\frac1{m_2}\right),\qquad m_c=0.404\,m_0 .$$

The crystal therefore seems to behave as a gas of electrons with the isotropic mass $m_c$. Their drift velocity $\mathbf w$ obeys

$$\frac{m_c\mathbf w}{\tau}=-e(\mathbf E+\mathbf w\times\mathbf B).$$

With $w_y=0$, the $y$ component reads $0=E_y-w_xB$, because $(\mathbf w\times\mathbf B)_y=-w_xB$. Since $w_x=-J_x/(ne)$, it follows that $E_y=-J_xB/(ne)$. The mass has cancelled, and $r=1$.

## Where it fails

The mass $m_c$ was chosen to reproduce the conductivity at zero field. Nothing ensures that it also reproduces the transverse response to a magnetic field. That response involves two motions in succession: the electric field accelerates an electron along one direction, and the magnetic force then deflects it into the other. In an ellipsoidal valley the first motion brings in one mass and the second brings in the other, so the Hall conductivity contains $1/(m_1m_2)$. The single-mass replacement puts $1/m_c^2$ in its place.

The condition $J_y=0$ also applies to the crystal as a whole. The valleys share one electric field, and their separate transverse currents need only cancel in the sum. The conductivities must therefore be found valley by valley, added, and inverted at the end.

## One valley

Let $\mathbf p$ be the crystal momentum measured from the valley minimum, $M$ the mass tensor, $\mathbf v=M^{-1}\mathbf p$ the velocity, and $\varepsilon$ the energy above the minimum. Write the distribution as $f_0(\varepsilon)+f_1$, where $f_0$ is the equilibrium function. To first order in $\mathbf E$, the steady, uniform Boltzmann equation is

$$-e\,\mathbf E\cdot\mathbf v\,f_0'-e(\mathbf v\times\mathbf B)\cdot\nabla_pf_1=-\frac{f_1}{\tau}.$$

The magnetic force does not act on $f_0$, because $\nabla_pf_0=\mathbf v f_0'$ is perpendicular to $\mathbf v\times\mathbf B$.

Try $f_1=-f_0'\,\mathbf p\cdot\mathbf w$, where $\mathbf w$ may depend on energy. Its gradient is $-f_0'\mathbf w$ plus a term along $\mathbf v$, which again drops out. Using $(\mathbf v\times\mathbf B)\cdot\mathbf w=-\mathbf v\cdot(\mathbf w\times\mathbf B)$ and $\mathbf p\cdot\mathbf w=\mathbf v\cdot M\mathbf w$, and dividing by $f_0'$, one finds

$$-e\,\mathbf v\cdot(\mathbf E+\mathbf w\times\mathbf B)=\mathbf v\cdot\frac{M\mathbf w}{\tau}.$$

This holds for every $\mathbf v$ if

$$\frac{M\mathbf w}{\tau}=-e(\mathbf E+\mathbf w\times\mathbf B).\tag{1}$$

The current is $-e$ times the sum of $\mathbf v f_1=-f_0'\,\mathbf v(\mathbf p\cdot\mathbf w)$ over states. On a surface of constant energy, $v_ip_j$ averages to $(2\varepsilon/3)\delta_{ij}$: the off-diagonal products cancel by symmetry, and the three diagonal ones are equal and add up to $\mathbf v\cdot\mathbf p=2\varepsilon$. The density of states is proportional to $\sqrt\varepsilon$, so integration by parts turns the sum of $(2\varepsilon/3)(-f_0')$ into the valley's electron density $n_v$. Hence

$$\mathbf J=-n_ve\langle\mathbf w\rangle,\qquad
\langle\mathbf w\rangle=\frac{\int\varepsilon^{3/2}(-f_0')\,\mathbf w\,d\varepsilon}{\int\varepsilon^{3/2}(-f_0')\,d\varepsilon}.\tag{2}$$

For constant $\tau$, equation (1) gives the same $\mathbf w$ at every energy. Then $\mathbf J=-n_ve\mathbf w$, whether or not the electrons are degenerate.

Insert $\mathbf w=-\mathbf J/(n_ve)$ into (1) and solve for the field:

$$\mathbf E=\frac{M\mathbf J}{n_ve^2\tau}+\frac{\mathbf J\times\mathbf B}{n_ve}.$$

The second term, which is odd in $B$, contains no mass. A single ellipsoidal valley thus has $r=1$, however anisotropic it is. If its axes are oblique to the current, the first term adds a transverse voltage that is even in $B$; reversing the field separates the two.

Now take components along the in-plane principal axes and multiply by $n_ve^2\tau$:

$$m_1J_1+e\tau B\,J_2=n_ve^2\tau E_1,\qquad -e\tau B\,J_1+m_2J_2=n_ve^2\tau E_2 .$$

The determinant is $m_1m_2+(e\tau B)^2=m_1m_2(1+u^2)$, with

$$u=\frac{eB\tau}{\sqrt{m_1m_2}},$$

the cyclotron frequency times the relaxation time. Solving the pair gives

$$J_1=\frac{n_ve^2\tau}{1+u^2}\left(\frac{E_1}{m_1}-\frac{e\tau B}{m_1m_2}E_2\right),\qquad
J_2=\frac{n_ve^2\tau}{1+u^2}\left(\frac{e\tau B}{m_1m_2}E_1+\frac{E_2}{m_2}\right).$$

The product $m_1m_2$ has appeared in the Hall terms. The c-axis mass is absent, because the in-plane equations do not contain it.

## Adding the three valleys

For a valley turned by an angle $\theta$, the symmetric part of the conductivity tensor is half its trace times the unit matrix, plus a remainder proportional to

$$\begin{pmatrix}\cos2\theta&\sin2\theta\\ \sin2\theta&-\cos2\theta\end{pmatrix}.$$

For $\theta=0^\circ,120^\circ,240^\circ$ the cosines are $1,-\tfrac12,-\tfrac12$ and the sines are $0,-\tfrac{\sqrt3}2,\tfrac{\sqrt3}2$. Both sums vanish, and so does the summed remainder. The antisymmetric part is unchanged by an in-plane rotation, so it simply adds. With $n_v=n/3$ and the abbreviations

$$a=\frac12\left(\frac1{m_1}+\frac1{m_2}\right),\qquad g=\frac1{m_1m_2},$$

the total is

$$\sigma=\begin{pmatrix}P&-Q\\Q&P\end{pmatrix},\qquad
P=\frac{ne^2\tau a}{1+u^2},\qquad Q=\frac{ne^3\tau^2B\,g}{1+u^2}.$$

Setting $J_y=QE_x+PE_y=0$ gives $E_x=-(P/Q)E_y$. Then

$$J_x=PE_x-QE_y=-\frac{P^2+Q^2}{Q}E_y,\qquad
r=-\frac{neE_y}{J_xB}=\frac{ne\,Q}{B(P^2+Q^2)}.$$

Since $(e\tau B)^2g=u^2$, the denominator contains

$$P^2+Q^2=\frac{n^2e^4\tau^2}{(1+u^2)^2}\,(a^2+g\,u^2).$$

Therefore

$$r(B)=\frac{g(1+u^2)}{a^2+g\,u^2}=\frac{r_0(1+u^2)}{1+r_0u^2},\qquad r_0=\frac g{a^2}.\tag{3}$$

In weak field $r\to r_0$. Because $a=(m_1+m_2)/(2m_1m_2)$,

$$r_0=\frac{4m_1m_2}{(m_1+m_2)^2}=\frac{4(0.58)(0.31)}{(0.89)^2}=0.908 .$$

The answer is $r\approx0.91$. In the intermediate quantities, $a=2.475/m_0$ and $g=5.562/m_0^2$, whereas the tempting solution in effect used $a^2=6.125/m_0^2$ in place of $g$. A numerical integration of the Boltzmann equation along cyclotron orbits, averaged over the three valleys, also gives 0.90797. It gives the same value with the Fermi level $5k_BT$ inside the band, and 1.00000 for one valley alone.

## Reading the result

The deficit from unity is

$$1-r_0=\left(\frac{m_1-m_2}{m_1+m_2}\right)^2,$$

so $r_0$ cannot exceed 1, and it equals 1 when the in-plane masses are equal. The sign of the mass difference does not matter.

The drift mobility is $\mu=e\tau a=e\tau/m_c$, where $m_c$ is the harmonic mean of the two masses. The Hall mobility, the ratio $|E_y|/(E_xB)$, is

$$\mu_H=\frac{Q}{PB}=\frac{e\tau g}{a}=\frac{e\tau}{(m_1+m_2)/2},$$

which contains their arithmetic mean, $0.445\,m_0$. The Hall factor is the ratio of these means, $0.404/0.445=0.908$. No single isotropic mass can serve both mobilities.

At strong field, (3) tends to 1: it gives 0.952 at $u=1$ and 0.99999 at $u=100$. In that limit $Q\to ne/B$ and $P/Q\to0$. The electrons of all valleys then drift across the two fields at the common speed $E/B$, which contains no mass. The derivation of (3) is classical; it assumes that the Landau-level spacing remains small compared with the thermal energy. At 300 K, with the relaxation time of 0.20 ps used below, the spacing is 3.3 meV at $u=1$, still well below the thermal energy of 25.85 meV. At $u=100$ it would be about 330 meV, so that value only illustrates the limit of the formula and is no prediction for this material.

## A Hall bar

Take an n-type layer with $n=1.0\times10^{16}\ \mathrm{cm^{-3}}$, thickness $t=10\ \mathrm{\mu m}$ and $\tau=0.20$ ps. The field is 0.50 T, the current $I$ is 100 µA and the temperature is 300 K. The drift mobility $e\tau a$ is $871\ \mathrm{cm^2/Vs}$, and the Hall mobility $e\tau/(0.445\,m_0)$ is $790\ \mathrm{cm^2/Vs}$.

For a bar of width $b$, $J_x=I/(bt)$ and the Hall voltage is $V_H=|E_y|b$. The width cancels:

$$V_H=r\,\frac{IB}{net}=0.908\times3.121\ \mathrm{mV}=2.834\ \mathrm{mV}.$$

An analysis that sets $r=1$ infers the density $n/r=1.101\times10^{16}\ \mathrm{cm^{-3}}$, which is 10.1% above the true value.

Here $u=0.0415$, and (3) changes $r$ by only 0.016% relative to $r_0$, so the field is weak. Reaching $u=1$ with this $\tau$ would take about $0.50/0.0415\approx12$ T. The Landau spacing at 0.50 T is 0.137 meV against a thermal energy of 25.85 meV, which justifies the classical treatment. The density is about $5\times10^{-4}$ of the effective density of states, so the electrons are nondegenerate.

## When the relaxation time is not constant

If $\tau$ depends on energy but not on direction, (1) still holds at each energy, and (2) averages the result. In weak field $P=ne^2a\langle\tau\rangle$ and $Q=ne^3Bg\langle\tau^2\rangle$, so

$$r=r_0\,\frac{\langle\tau^2\rangle}{\langle\tau\rangle^2}.$$

For nondegenerate electrons the averaging weight is $x^{3/2}e^{-x}$ with $x=\varepsilon/k_BT$. If $\tau\propto x^s$, the integrals are gamma functions:

$$\frac{\langle\tau^2\rangle}{\langle\tau\rangle^2}=\frac{\Gamma(\tfrac52+2s)\,\Gamma(\tfrac52)}{\Gamma(\tfrac52+s)^2}.$$

Acoustic-phonon scattering, with $s=-\tfrac12$, gives $3\pi/8=1.178$ and a total factor of 1.07. The simple power law for ionized impurities, $s=\tfrac32$, gives $315\pi/512=1.933$ and a total of 1.75. The power law omits the slow energy dependence of the screening logarithm; keeping it, for $10^{16}\ \mathrm{cm^{-3}}$ at 300 K, lowers the total to about 1.6.

Direction matters too. If friction acts with $\tau_1$ and $\tau_2$ along the two in-plane axes, $m_i/\tau_i$ takes the place of $m_i/\tau$ in (1), and the same algebra gives

$$r=\frac{4K}{(1+K)^2},\qquad K=\frac{m_1/\tau_1}{m_2/\tau_2}.$$

For $\tau_1/\tau_2=0.8$ the factor is 0.839, since the shorter time on the heavy axis adds to the anisotropy. For $\tau_1/\tau_2=1.2$ it is 0.952.

## Beside a real device layer

The density and thickness chosen are roughly those of drift layers in power devices rated near 1 kV, and the mobility is of the usual size for lightly doped material at room temperature. Among the variations computed here, an energy-dependent $\tau$ moves the number most. Acoustic scattering alone carries the factor from 0.91 to 1.07, so that setting $r=1$ would then underestimate the density instead of overestimating it. Real layers mix several scattering processes, and a mixture does not lie between the pure values. When the acoustic and impurity rates are added, the first limits $\tau$ at high energy and the second at low energy, so $\tau$ varies less with energy than under either alone. With screened impurity scattering at this density and 300 K, the total factor is about 0.93 to 0.99 when the impurity-limited mobility is 3 to 100 times the acoustic one, and setting $r=1$ then again overestimates the density. Neither 0.91 nor 1.07 should be applied to a measurement as the complete correction.

Two smaller effects can be sized for this layer.

- **A second conduction band.** Take it to lie 0.12 eV higher at the same M points, with in-plane masses of 0.78 and 0.16 $m_0$ and c-axis masses of 0.71 $m_0$ in the upper band and 0.33 $m_0$ in the lower; the offset, the upper-band masses and the lower c-axis mass are rough values. With the same constant $\tau$ in both bands, it holds 1.2% of the electrons at 300 K and 7.0% at 500 K. Adding its conductivity lowers the factor to 0.902 and 0.871 respectively.
- **Depletion.** If a junction to a heavily doped p-type layer isolates the film, a built-in voltage $V_b$ of roughly 3 V and a relative permittivity $\epsilon_r$ of roughly 10 give a depletion width $\sqrt{2\epsilon_r\epsilon_0V_b/(en)}=0.58\ \mathrm{\mu m}$, with the ionized donor density set equal to $n$. This removes 5.8% of the conducting thickness. Using the full thickness then makes the inferred density 5.8% too low, which partly hides the error from $r_0$.

Finally, $n$ is the density of free electrons. Where donors are incompletely ionized, it is smaller than the doping, and no Hall factor corrects for that difference. The remaining values are listed in the numerical output.

## Computed results

```
in-plane masses m1, m2: 0.58, 0.31 m0
c-axis mass (rough): 0.33 m0
mass ratio m1/m2: 1.871
mean inverse mass a: 2.4750 1/m0
1/(m1 m2): 5.5617 1/m0^2
Hall factor r0, formula: 0.90797
Hall factor, orbit integration: 0.90797
Hall factor, one valley: 1.00000
Hall factor, Fermi level 5 kT in band: 0.90797
Hall factor at u = 1: 0.95176
Hall factor at u = 100: 0.99999
--- example ---
electron density: 1.00e+16 cm^-3
layer thickness: 10.0 um
relaxation time: 0.20 ps
magnetic field: 0.50 T
current: 100 uA
temperature: 300 K
drift mobility: 870.6 cm2/Vs
Hall mobility: 790.5 cm2/Vs
zero-field conductivity: 1.395 S/cm
Hall voltage magnitude: 2.834 mV
Hall voltage if r were 1: 3.121 mV
density inferred with r = 1: 1.101e+16 cm^-3
density overestimate: 10.1 %
--- neglected effects ---
acoustic-phonon multiplier 3pi/8: 1.1781
total factor, acoustic phonons: 1.0697
impurity multiplier 315pi/512: 1.9328
total factor, ionized impurities: 1.7549
factor for tau1/tau2 = 0.8: 0.8392
factor for tau1/tau2 = 1.2: 0.9523
u at example field: 0.0415
finite-field change of r: 0.0158 %
effective density of states: 1.83e+19 cm^-3
density / density of states: 5.45e-04
Landau spacing: 0.137 meV
thermal energy: 25.85 meV
upper-band masses (rough): 0.78, 0.16, 0.71 m0
upper-band offset (rough): 0.12 eV
upper-band share at 300 K: 1.16 %
two-band Hall factor at 300 K: 0.9016
upper-band share at 500 K: 7.01 %
two-band Hall factor at 500 K: 0.8711
relative permittivity (rough): 10
junction built-in voltage (rough): 3 V
depletion width: 0.576 um
depleted part of layer: 5.8 %
```
